\section*{The ZORA spin-orbit function near a nucleus and in PAW calculations, part 1}

(Sections cited here and not found follow in the later parts.)

\section*{The spin-orbit function of ZORA near a nucleus}

An electron in a $p$ state of a heavy atom such as bismuth passes close to the nucleus, where the electric field is very large, and its spin couples to its orbital motion. In the Pauli approximation this coupling is $\xi_P(r)\,\mathbf L\cdot\mathbf S$ with $\xi_P=(dV/dr)/(2c^2r)$, which grows as $r^{-3}$ at a point nucleus. A spin-orbit calculation for a solid that contains such atoms with the projector augmented-wave (PAW) method needs radial integrals of such a function between atomic partial waves, and it then uses the resulting matrix in a diagonalization, which goes beyond first order within the space spanned by these waves. An attractive $r^{-3}$ term is stronger than the kinetic energy, which scales as $r^{-2}$, so an operator that contains it has no lowest state, and its integral over a relativistic $p_{1/2}$ function diverges. The question is which function should replace $\xi_P$, and how it behaves at the nucleus. The zeroth-order regular approximation (ZORA) answers with
\begin{equation}
\xi(r)=\frac{K^2}{2c^2 r}\frac{dV}{dr},\qquad K=\frac{1}{1-V/2c^2}.
\label{eq:result}
\end{equation}

Hartree atomic units are used: $\hbar=m_e=e=4\pi\varepsilon_0=1$, and the speed of light is $c=1/\alpha=137.035999$, so that $2c^2=37557.73$ Ha. Conversions are $1$ Ha $=27.211386$ eV and $1$ bohr $=0.529177$ \AA. The momentum is $\mathbf p=-i\nabla$, the orbital angular momentum is $\mathbf L=\mathbf r\times\mathbf p$, and the spin is $\mathbf S=\boldsymbol\sigma/2$ with the Pauli matrices $\boldsymbol\sigma$. The function $V(\mathbf r)$ is the potential energy of the electron, local, static and independent of spin. Energies are measured from the rest energy $c^2$. A prime denotes $d/dr$.

\section*{Part (a): from the Dirac equation to ZORA}

\emph{Eliminate the small component from the Dirac equation without approximation. Show that there are two ways to expand the result, that one of them gives $H=V+\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p$, and find where each expansion is valid for a point nucleus.}

\subsection*{Solution}

With the rest energy subtracted, the Dirac equation for the large two-component spinor $\phi$ and the small one $\chi$ reads
\begin{align}
V\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\phi,\label{eq:upper}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-2c^2)\chi&=E\chi.\label{eq:lower}
\end{align}
Equation \eqref{eq:lower} contains no derivative of $\chi$, so it can be solved point by point:
\begin{equation}
\chi=\frac{c}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\,\phi .
\label{eq:chi}
\end{equation}
The division is allowed when $2c^2+E-V$ has no zero, which holds for $V\le0$ and $E>-2c^2$. Inserting \eqref{eq:chi} in \eqref{eq:upper} gives
\begin{equation}
\Big[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\Big]\phi=E\phi .
\label{eq:exact}
\end{equation}
The fraction depends on position and stands between the two momentum operators; it must not be moved outside, since the left operator differentiates it. Equation \eqref{eq:exact} is exact, but it is not an ordinary eigenvalue problem, because $E$ appears in the operator.

The first expansion takes $2c^2$ out of the denominator:
\begin{equation}
\frac{c^2}{2c^2+E-V}=\frac12\Big[1+\frac{E-V}{2c^2}\Big]^{-1}=\frac12-\frac{E-V}{4c^2}+\dots
\label{eq:pauliexp}
\end{equation}
This geometric series leads to the Pauli Hamiltonian. It converges only where $|E-V|<2c^2$. For a point nucleus, $V=-Z/r$, and for $|E|\ll 2c^2$ the condition is $Z/r<2c^2$, or $r>r_0$ with
\begin{equation}
r_0=\frac{Z}{2c^2}.
\label{eq:r0}
\end{equation}
Inside $r_0$ each term of \eqref{eq:pauliexp} is larger than the one before, however small $Z/c$ is.

The second expansion takes $2c^2-V$ out of the denominator:
\begin{equation}
\frac{c^2}{2c^2+E-V}=\frac{c^2}{2c^2-V}\Big[1+\frac{E}{2c^2-V}\Big]^{-1}
=\frac K2\Big[1-\frac{E}{2c^2-V}+\dots\Big],
\label{eq:regexp}
\end{equation}
where $c^2/(2c^2-V)=\tfrac12/(1-V/2c^2)=K/2$ was used. For $V\le0$ the denominator $2c^2-V$ is at least $2c^2$, so the expansion parameter obeys
\begin{equation}
\Big|\frac{E}{2c^2-V}\Big|\le\frac{|E|}{2c^2}
\end{equation}
at every point, and it tends to zero at the nucleus, where $V\to-\infty$. The expansion is called regular for this reason: it is best where the Pauli expansion fails. Keeping the zeroth order gives
\begin{equation}
H=V+\tfrac12\,\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p .
\label{eq:zora}
\end{equation}
The operator no longer depends on $E$. It is Hermitian because $K$ is real and stands symmetrically between two Hermitian operators. For $V\le 0$ one has $0<K\le1$. The quantity $1/K=1-V/2c^2$ acts as a position-dependent mass: the electron is heavy where the potential is deep, because its kinetic energy is large there.

The approximation has a price. Equation \eqref{eq:exact} contains only $E-V$, so a constant $\Delta$ added to $V$ shifts every level by $\Delta$. Equation \eqref{eq:zora} contains $V$ alone in $K$. From $dK/dV=K^2/2c^2$, first-order perturbation theory gives for a normalized $\phi$
\begin{equation}
\delta E=\Delta\Big[1+\frac{1}{4c^2}\langle\phi|\boldsymbol\sigma\cdot\mathbf p\,K^2\,\boldsymbol\sigma\cdot\mathbf p|\phi\rangle\Big].
\end{equation}
The extra term is the norm of the small component \eqref{eq:chi} evaluated with $E$ dropped, $\chi=(K/2c)\,\boldsymbol\sigma\cdot\mathbf p\,\phi$. ZORA therefore depends on the zero of the potential. The zero should be placed near the energies of the states of interest, so that $|E|/2c^2$ is small. For an atom with $V(\infty)=0$ this makes ZORA very accurate for valence states and less accurate for deep core states.

\section*{Part (b): the spin-orbit term}

\emph{Separate \eqref{eq:zora} into a spin-free part and a spin-dependent part, and show that for a spherical potential the second is $\xi(r)\,\mathbf L\cdot\mathbf S$ with $\xi$ given by \eqref{eq:result}.}

\subsection*{Solution}

The Pauli matrices commute with $\mathbf p$ and $K$ and obey $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, with summation over repeated indices. Keeping the order of the spatial operators,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p=\sigma_i\sigma_j\,p_iKp_j
=p_iKp_i+i\epsilon_{ijk}\sigma_k\,p_iKp_j .
\label{eq:split1}
\end{equation}
In the second term the product rule is applied. For any function $f$, $p_i(Kf)=-i\partial_i(Kf)=Kp_if-i(\partial_iK)f$, so
\begin{equation}
i\epsilon_{ijk}\sigma_k\,p_iKp_j=i\epsilon_{ijk}\sigma_k\,K\,p_ip_j+i(-i)\,\epsilon_{ijk}\sigma_k(\partial_iK)\,p_j .
\end{equation}
The first term on the right vanishes, because $p_ip_j$ is symmetric in $i,j$ and $\epsilon_{ijk}$ is antisymmetric. This step assumes that there is no vector potential; with one, the components of the kinetic momentum do not commute and a Zeeman term survives. In the second term $i(-i)=+1$ and $\epsilon_{ijk}(\partial_iK)p_j=(\nabla K\times\mathbf p)_k$. Hence
\begin{equation}
H=\underbrace{V+\tfrac12\,\mathbf p\cdot K\mathbf p}_{H_{\rm SR}}+\underbrace{\tfrac12\,\boldsymbol\sigma\cdot(\nabla K\times\mathbf p)}_{H_{\rm SO}} .
\label{eq:split}
\end{equation}
The scalar-relativistic part $H_{\rm SR}$ is a unit matrix in spin space. The order of $\nabla K$ and $\mathbf p$ in $H_{\rm SO}$ does not matter, since exchanging them produces $\epsilon_{ijk}\partial_j\partial_iK=0$; this also shows that $H_{\rm SO}$ is Hermitian by itself.

The gradient follows from the chain rule:
\begin{equation}
\nabla K=-\Big(1-\frac{V}{2c^2}\Big)^{-2}\Big(-\frac{\nabla V}{2c^2}\Big)=\frac{K^2}{2c^2}\nabla V .
\label{eq:gradK}
\end{equation}
The square of $K$ is thus the derivative of a reciprocal. For any potential,
\begin{equation}
H_{\rm SO}=\frac{K^2}{4c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{equation}
For a spherical potential $\nabla V=V'\,\mathbf r/r$, and $\mathbf r\times\mathbf p=\mathbf L$, so
\begin{equation}
H_{\rm SO}=\frac{K^2V'}{4c^2r}\,\boldsymbol\sigma\cdot\mathbf L=\frac{K^2V'}{2c^2r}\,\mathbf L\cdot\mathbf S\equiv\xi(r)\,\mathbf L\cdot\mathbf S,
\qquad \xi=\frac{K'}{r}=\frac{K^2V'}{2c^2r}.
\label{eq:xi}
\end{equation}
The second equality uses $\boldsymbol\sigma=2\mathbf S$. The factor $1/2c^2$ in \eqref{eq:result} belongs to $\mathbf L\cdot\mathbf S$; the same operator written with $\boldsymbol\sigma\cdot\mathbf L$ carries $1/4c^2$. Mixing the two conventions doubles or halves $\xi$, and with it every first-order splitting. Both the factor and the power of $K$ can be checked against $\xi=K'/r$, with the $K$ that stands in the kinetic operator.

Setting $K\to1$ in the prefactor gives $\xi_P=V'/(2c^2r)$. The same function comes from the term $+V/4c^2$ of \eqref{eq:pauliexp}: the algebra above with $K/2$ replaced by $V/4c^2$ gives $\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)/4c^2$. The Thomas factor of one half is already contained in this coefficient and must not be applied again. The sign is fixed too: an attractive potential that rises towards zero has $V'>0$, so $\xi>0$, and states with negative $\langle\mathbf L\cdot\mathbf S\rangle$ are lowered.

The identity between \eqref{eq:zora} and $H_{\rm SR}+\xi\,\mathbf L\cdot\mathbf S$ was also confirmed by applying both sides, with symbolic differentiation, to an explicit two-component function in a screened Coulomb potential and comparing the values at chosen points.

\section*{Part (c): the point nucleus}

\emph{Find $K$ and $\xi$ for $V=-Z/r$. Give the behaviour for $r\gg r_0$ and $r\ll r_0$ and the local power of $r$ in between. Evaluate for $Z=83$.}

\subsection*{Solution}

With \eqref{eq:r0}, $-V/2c^2=r_0/r$, so
\begin{equation}
K=\frac{1}{1+r_0/r}=\frac{r}{r+r_0}.
\label{eq:Kpoint}
\end{equation}
The derivative of the potential is $V'=Z/r^2$, which gives $\xi_P=Z/(2c^2r^3)=r_0/r^3$ and
\begin{equation}
\xi=K^2\xi_P=\frac{r^2}{(r+r_0)^2}\,\frac{r_0}{r^3}=\frac{r_0}{r\,(r+r_0)^2}.
\label{eq:xipoint}
\end{equation}
Direct differentiation agrees: $K'=[(r+r_0)-r]/(r+r_0)^2=r_0/(r+r_0)^2$, and $\xi=K'/r$.

For $r>r_0$, write $(r+r_0)^{-2}=r^{-2}(1+r_0/r)^{-2}$ and use the binomial series:
\begin{equation}
\xi=\frac{r_0}{r^3}\Big[1-\frac{2r_0}{r}+\frac{3r_0^2}{r^2}-\dots\Big].
\label{eq:outer}
\end{equation}
The leading term is the Pauli function. The corrections are of higher order in $1/c^2$ and each is more singular than the last. For $r<r_0$, write $(r+r_0)^{-2}=r_0^{-2}(1+r/r_0)^{-2}$:
\begin{equation}
\xi=\frac{1}{r_0r}\Big[1-\frac{2r}{r_0}+\dots\Big],\qquad \frac1{r_0}=\frac{2c^2}{Z}.
\label{eq:inner}
\end{equation}
The factor $K^2\simeq r^2/r_0^2$ removes two of the three inverse powers of $r$, and $\xi\to 2c^2/(Zr)$. The singularity is softened from $r^{-3}$ to $r^{-1}$; it is not removed.

The coefficient $2c^2/Z$ grows with $c$ and falls with $Z$, the opposite of what one expects of a relativistic correction. There is no contradiction. The $1/r$ law holds only inside $r_0=Z/2c^2$, and this region shrinks to nothing as $c\to\infty$. At any fixed $r$ the limit $c\to\infty$ gives $\xi\to r_0/r^3\to0$. The limits $r\to0$ and $c\to\infty$ do not commute, and no finite order in $1/c^2$ can produce \eqref{eq:inner}.

The local power is the logarithmic slope. From $\ln\xi=\ln r_0-\ln r-2\ln(r+r_0)$,
\begin{equation}
\frac{d\ln\xi}{d\ln r}=-1-\frac{2r}{r+r_0}=-1-2K,
\label{eq:slope}
\end{equation}
which runs from $-1$ at the origin through $-2$ at $r=r_0$ to $-3$ far away.

For the bismuth nucleus, $Z=83$, one has $Z/c=0.605680$ and
\begin{equation}
r_0=\frac{83}{37557.73}=2.2099\times10^{-3}\ \text{bohr}=1.1694\times10^{-3}\ \text{\AA}=116.94\ \text{fm},
\end{equation}
and the coefficient of $1/r$ is $2c^2/Z=452.503$ Ha bohr $=6515.9$ eV \AA. The values below follow from \eqref{eq:xipoint} and \eqref{eq:slope} and were confirmed by numerical differentiation of $K$, using $\xi=K'/r$ and slope $=rK''/K'-1$.

\begin{center}
\begin{tabular}{lllll}
$r/r_0$ & $K$ & $\xi$ (Ha) & $\xi_P$ (Ha) & slope\\
$0.001$ & $0.000999$ & $2.0435\times10^{8}$ & $2.0476\times10^{14}$ & $-1.0020$\\
$0.1$ & $0.090909$ & $1.6922\times10^{6}$ & $2.0476\times10^{8}$ & $-1.1818$\\
$1$ & $0.500000$ & $5.1190\times10^{4}$ & $2.0476\times10^{5}$ & $-2.0000$\\
$10$ & $0.909091$ & $1.6922\times10^{2}$ & $2.0476\times10^{2}$ & $-2.8182$\\
$1000$ & $0.999001$ & $2.0435\times10^{-4}$ & $2.0476\times10^{-4}$ & $-2.9980$
\end{tabular}
\end{center}

At $r=r_0$, $\xi_P=1/r_0^2=452.503^2=2.0476\times10^5$ Ha and $\xi$ is one quarter of it, $5.1190\times10^4$ Ha or $1.3929\times10^6$ eV. At $r=10\,r_0=1.1694\times10^{-2}$ \AA\ the ratio is still $1.6922/2.0476=0.83$. The approach of $K^2$ to one is slow, as $1-2r_0/r$, and this matters in part (g).

\section*{Part (d): screening and a finite nucleus}

\emph{Show that the $1/r$ law and its coefficient survive screening by the other electrons and a shift of the zero of $V$. Show that $\xi$ is finite for a nucleus of finite size.}

ZORA replaces $\xi_P$ by $\xi=K'/r$, which at a point nucleus changes from the Pauli form $r_0/r^3$ far outside $r_0$ to $1/(r_0r)$ well inside it. What remains is to answer part (d), and then to treat the radial equation, the lower bound of the energy, the $2p$ levels and the use in the PAW method.
